# Potential and field in a depleted lateral drift film on a buried dielectric

Some lateral power devices hold their blocking voltage along a thin semiconductor film. Here an n-type film of thickness $t$ and permittivity $\varepsilon_s$ lies on a dielectric of thickness $d$ and permittivity $\varepsilon_i$, whose lower face is a grounded conductor. The coordinate $x$ runs along the film from the grounded p-side at $x=0$ to the drain at $x=L$. The coordinate $y$ points down from the top of the film.

Contacts reaching through the whole film fix its potential at $0$ and at $V>0$. The built-in potential is left out until part (h). Between the contacts the film is assumed fully depleted: its charge density is $qN$, with $q>0$ the elementary charge and $N$ the density of ionized donors. No electric flux leaves through the top. The depth-averaged potential and its slope are

$$u(x)=\frac1t\int_0^t\phi(x,y)\,dy,\qquad F(x)=\frac{du}{dx}.$$

The mean lateral field points towards $-x$ when $F>0$, so $F$ is then its magnitude.

## (a) The balance of flux

**Integrate Poisson's equation over the film depth, without assuming a depth profile.**

In the film,

$$\phi_{xx}+\phi_{yy}=-\frac{qN}{\varepsilon_s}.$$

Since $t$ does not depend on $x$, averaging the first term gives $u''$. The second integrates directly:

$$u''+\frac{\phi_y(x,t)-\phi_y(x,0)}{t}=-\frac{qN}{\varepsilon_s}.$$

The top condition is $\phi_y(x,0)=0$. Let $D_b=-\varepsilon_s\phi_y(x,t)$ be the downward displacement at the bottom of the film. Then

$$u''=F'=\frac{1}{\varepsilon_s}\left(\frac{D_b}{t}-qN\right).\tag{1}$$

Donors make $F$ fall with $x$; flux drawn down into the dielectric makes it rise. Equation (1) involves no approximation beyond the stated assumptions, but it contains the unknown $D_b$.

## (b) Closing the equation

**Express $D_b$ through $u$, taking a parabolic depth profile in the film and vertical flux in the dielectric.**

If nothing varied along $x$, Poisson's equation with a flat top condition would give a parabola. We keep that form where the variation along $x$ is slow:

$$\phi(x,y)=\phi_{\rm top}(x)-c(x)y^2 .$$

Its slope at the bottom is $-2ct$, so $D_b=2\varepsilon_s ct$. The dielectric holds no charge. With vertical flux its potential falls linearly from the interface value $\phi_b$ to zero, and, with no interface charge, continuity of displacement gives

$$2\varepsilon_s ct=\varepsilon_i\frac{\phi_b}{d}
\quad\Rightarrow\quad
\phi_b=2c\,\frac{\varepsilon_s}{\varepsilon_i}td .$$

The average of $y^2$ over the film is $t^2/3$, and $\phi_{\rm top}=\phi_b+ct^2$. Therefore

$$u=\phi_b+ct^2-\frac{ct^2}{3}
=2c\left(\frac{\varepsilon_s}{\varepsilon_i}td+\frac{t^2}{3}\right)
\equiv2c\lambda^2 .$$

Thus $D_b/(\varepsilon_s t)=2c=u/\lambda^2$, and (1) becomes the quasi-two-dimensional equation

$$\boxed{u''-\frac{u}{\lambda^2}=-\frac{qN}{\varepsilon_s},\qquad
\lambda^2=\frac{\varepsilon_s}{\varepsilon_i}td+\frac{t^2}{3}.}\tag{2}$$

The first part of $\lambda^2$ comes from the voltage across the dielectric, the second from the voltage across the film. The derivation also allows $N$ to depend on $x$, provided it is uniform in depth.

A through-film drain contact holds every depth at $V$, which no parabola with $c\ne0$ can match. Equation (2) therefore cannot describe the local field at a contact corner; it describes the depth average.

## (c) The accuracy of the length

**Find the slowest source-free decay along the full stack and compare it with $\lambda$.**

Superposed on the response to the donors are solutions of Laplace's equation varying as $e^{\pm kx}$. The top and ground conditions select

$$\phi=A\cos(ky)\ \text{in the film},\qquad
\phi=B\sin[k(t+d-y)]\ \text{in the dielectric},$$

each multiplied by $e^{\pm kx}$. Continuity of potential and of downward displacement at $y=t$ requires

$$A\cos kt=B\sin kd,\qquad
\varepsilon_sAk\sin kt=\varepsilon_iBk\cos kd .$$

Dividing the second equation by the first gives

$$\varepsilon_s\tan(kt)\tan(kd)=\varepsilon_i .\tag{3}$$

For small arguments, $\tan z\simeq z+z^3/3$, so

$$\frac1{k^2}\simeq\frac{\varepsilon_s}{\varepsilon_i}td
\left[1+\frac{k^2(t^2+d^2)}3\right].$$

In the correction we may insert the leading value $k^2=\varepsilon_i/(\varepsilon_s td)$:

$$\frac1{k^2}\simeq\frac{\varepsilon_s}{\varepsilon_i}td+\frac{t^2+d^2}{3}
=\lambda^2+\frac{d^2}{3}.\tag{4}$$

The missing $d^2/3$ is the effect of lateral flux in the dielectric. The expansion needs both $(kt)^2\simeq\varepsilon_i t/(\varepsilon_s d)$ and $(kd)^2\simeq\varepsilon_i d/(\varepsilon_s t)$ to be small. A thin film alone is not enough: if $t$ shrinks at fixed $d$, the second quantity grows. In the example of part (h) the two estimates are 0.80 and 0.20. The first is not small, yet (4) gives a length within 0.1% of that from (3); such close agreement should not be assumed for other layers.

## (d) Uniform doping

**Solve (2) for constant $N$ and find the field at both ends.**

Define the plateau potential

$$U=\frac{qN\lambda^2}{\varepsilon_s}.$$

It is the value of $u$ at which the flux into the dielectric balances the donor charge locally. With $w=u-U$, equation (2) is $w''=w/\lambda^2$, with $w(0)=-U$ and $w(L)=V-U$. The combination of hyperbolic sines meeting these conditions is

$$u=U+\frac{-U\sinh[(L-x)/\lambda]+(V-U)\sinh(x/\lambda)}{\sinh(L/\lambda)} .$$

Differentiation reverses the sign of the first term in the numerator:

$$F=\frac{U\cosh[(L-x)/\lambda]+(V-U)\cosh(x/\lambda)}
{\lambda\sinh(L/\lambda)}.\tag{5}$$

Write $C=\cosh(L/\lambda)$ and $S=\sinh(L/\lambda)$. The end values are

$$F(0)=\frac{U(C-1)+V}{\lambda S},\qquad
F(L)=\frac{VC-U(C-1)}{\lambda S}.\tag{6}$$

## (e) One peak or two

**Determine when $F$ has a maximum at each end, and whether the film is then depleted.**

Equation (2) can be read as

$$F'=\frac{u-U}{\lambda^2}.\tag{7}$$

At the source $F'(0)=-U/\lambda^2<0$, so the field falls away from that end. At the drain $F'(L)=(V-U)/\lambda^2$. If $V>U$, the field rises towards the drain and has a second end maximum there. If $V<U$, it falls towards the drain. If $V=U$, (5) leaves only $\cosh[(L-x)/\lambda]$, which decreases all the way to the drain. Within this model, two end peaks therefore occur exactly when $V>U$.

For $V>U$ both terms in (5) are positive. Differentiating (7) gives $F''=F/\lambda^2>0$, so $F$ is convex and has one interior minimum, at the point where $u=U$.

The cause is a mismatch between two charges. Uniform donors supply the same charge at every $x$, whereas the charge induced on the buried conductor grows with the local potential. Near the source $u<U$: the conductor takes up too little donor flux, the rest runs laterally to the source, and $F$ is high there. Near the drain $u>U$: the conductor demands more flux than the donors supply, and the drain contact provides the difference through a high lateral field.

Depletion sets a further condition. If $F(L)<0$, the mean potential just inside the drain exceeds $V$. Electrons from the drain would gather there, contradicting the assumed charge density. We therefore require $F(L)\ge0$, or

$$V\ge V_{\rm dep}=U\left(1-\frac1C\right)
=U\left[1-\operatorname{sech}(L/\lambda)\right].\tag{8}$$

This also keeps $u\le V$ everywhere. Since $F(0)>0$ and $F(L)\ge0$, a negative stretch of $F$ would need a negative interior minimum, where $F''\ge0$. But $F''=F/\lambda^2$ would be negative there. Hence $F\ge0$, and $u$ never exceeds its drain value.

Condition (8) is necessary for depletion but not sufficient, because it concerns only the mean. By the parabola of part (b), the top of the film lies above the mean by $ct^2/3=ut^2/(6\lambda^2)$. Electrons can therefore gather near the top while $u$ is still below $V$, and depletion over the whole depth can need a clearly higher bias.

Within the depth-averaged model, a depleted film has a single peak only for $V_{\rm dep}\le V\le U$, a window of width $U\operatorname{sech}(L/\lambda)$. For $L\gg\lambda$ the window is exponentially narrow, so in a long, uniformly doped film the mean field has two peaks almost as soon as (8) is met. For $L\ll\lambda$, $1-\operatorname{sech}(L/\lambda)\simeq L^2/(2\lambda^2)$, and

$$V_{\rm dep}\simeq\frac{qNL^2}{2\varepsilon_s},$$

the ordinary one-dimensional depletion voltage. The single-peak window then covers most of the range up to $U$.

## (f) The balanced doping

**At fixed $V$, $L$ and layer structure, find the uniform doping that makes the largest mean field least.**

Because a positive $F$ is convex, its largest value is at an end. By (6), $F(0)$ rises linearly with $U$, and hence with $N$, while $F(L)$ falls at the same rate. The larger is least where they are equal:

$$U(C-1)+V=VC-U(C-1)
\quad\Rightarrow\quad 2U(C-1)=V(C-1).$$

Thus $U=V/2$, or

$$N=\frac{\varepsilon_sV}{2q\lambda^2}.\tag{9}$$

Substitution in (6), with $C+1=2\cosh^2(L/2\lambda)$ and $S=2\sinh(L/2\lambda)\cosh(L/2\lambda)$, gives

$$F_{\rm peak}=\frac{V(C+1)}{2\lambda S}
=\frac{V}{2\lambda}\coth\frac{L}{2\lambda}.\tag{10}$$

At $x=L/2$ the two terms of (5) are equal, and

$$F_{\rm mid}=\frac{V\cosh(L/2\lambda)}{\lambda S}
=\frac{V}{2\lambda\sinh(L/2\lambda)}.\tag{11}$$

For $L\ll\lambda$ both fields tend to $V/L$. For $L\gg\lambda$ the peak tends to $V/(2\lambda)$: further length then adds a weak-field middle but hardly lowers the peaks.

The balance belongs to one bias. At fixed doping, (6) gives $dF(0)/dV=1/(\lambda S)$ but $dF(L)/dV=C/(\lambda S)$. In a long film, extra voltage therefore falls mainly near the drain.

## (g) Two contrasting cases

**Find the doping that gives a uniform mean field, and the field when the buried coupling is removed.**

A uniform field means $u=Vx/L$ and $u''=0$. Equation (2) then requires

$$N(x)=\frac{\varepsilon_s V}{q\lambda^2}\frac{x}{L}.\tag{12}$$

The donor charge now grows in step with the charge induced on the conductor. At the drain it is twice the balanced uniform doping.

Removing the coupling, by $\varepsilon_i\to0$ in (2), makes $\lambda\to\infty$. Then $F'=-qN/\varepsilon_s$. Integrating, and fixing the constant by $\int_0^LF\,dx=V$, gives

$$F=\frac VL+\frac{qN}{\varepsilon_s}\left(\frac L2-x\right).\tag{13}$$

The field falls steadily and only the source peak remains. The drain peak thus needs flux to pass between the film and the dielectric. Moving the conductor far away is not the same as removing that flux: a thick dielectric still carries flux sideways between the contacts, and at low doping this alone can raise the field at both ends.

## (h) A silicon carbide film

**Evaluate the balanced design for 4H-SiC on silicon dioxide with relative permittivities 9.7 and 3.9, $t=2$ µm, $d=1$ µm, $L=15$ µm and $V=300$ V. Then estimate what the model leaves out.**

The material values are rough typical ones. The length follows from

$$\lambda^2=\frac{9.7}{3.9}(2)(1)+\frac{2^2}{3}=6.308\ \text{µm}^2,
\qquad \lambda=2.512\ \text{µm}.$$

Balance requires $U=150$ V, so $U/\lambda^2=23.78$ V/µm². Multiplication by $\varepsilon_s/q$ gives $N=1.275\times10^{16}$ cm$^{-3}$, a dose $Nt=2.55\times10^{12}$ cm$^{-2}$. Since $L/\lambda=5.972$,

$$F_{\rm peak}=\frac{300}{2(2.512)}\coth(2.986)=60.0\ \text{V/µm}=0.600\ \text{MV/cm},$$

while $F_{\rm mid}=6.04$ V/µm. A uniform field would be $300/15=20$ V/µm. At this doping (8) gives 149.2 V, and the single-peak window of the depth-averaged model is only 0.76 V wide. Depletion over the whole depth needs more: in two dimensions the film potential stays at or below that of the drain only from about 220 V. The parabola suggests about 165 V, and that is enough more than about 5 µm from the drain. Closer in, the bias needed rises steadily, to about 180 V at 2 µm and 193 V at 1 µm from the drain; the 220 V is set at the top of the film, right beside the drain contact. The 300 V design meets this higher value, but no single-peak window is left in this film.

**Comparison in two dimensions.** Poisson's equation was also solved on a 0.05 µm grid for the whole stack, including the dielectric below the contacts.

- The mean end fields are 59.7 V/µm at the source and 60.4 V/µm at the drain. Refining the grid at the contact corners moves them to 59.9 and 61.3 V/µm, so the formula is good to about 2%. The other drain fields quoted below for the coupled film rise likewise, by up to about 1 V/µm. The mean potential differs from the formula by at most 1.2 V.
- The minimum is 6.34 V/µm, 5% above the formula. Equation (3) gives a decay length of 2.575 µm instead of 2.512 µm. Using it in (11) with $U$ unchanged gives 6.35 V/µm, which accounts for the difference.
- With the graded doping (12), rising to $2.55\times10^{16}$ cm$^{-3}$ at the drain, the middle field is 20.0 V/µm and the largest mean field 21.1 V/µm.
- With the coupling removed and the uniform doping kept, depletion would need $23.78(15)^2/2\simeq2675$ V. At 3000 V the field falls from 378 V/µm at the source to 22 V/µm at the drain, as (13) predicts. This only tests the formula: a peak of 3.8 MV/cm over such a distance is beyond avalanche breakdown, so a real film would fail before it was depleted.

**Interface charge.** A fixed charge $\sigma$ per area at the buried interface changes the displacement condition to $\varepsilon_i\phi_b/d=2\varepsilon_sct+\sigma$. Repeating part (b) gives $u=2c\lambda^2+\sigma d/\varepsilon_i$, so $U$ increases by $\sigma d/\varepsilon_i$. A rough positive density of $5\times10^{11}$ cm$^{-2}$ shifts it by 23.2 V. At fixed donor doping, the two-dimensional source field rises to 68.9 V/µm and the drain field falls to 51.2 V/µm, changes of about 15%. If the charge is known, balance is restored by choosing $qN\lambda^2/\varepsilon_s=V/2-\sigma d/\varepsilon_i$.

**Other electrostatic corrections.** A 5 µm oxide cover lets flux leave the top. With the same doping and no interface charge, the drain field becomes 63.5 V/µm, about 5% higher than without the cover, and the minimum about 8 V/µm; both peaks remain. Raising the vertical film permittivity to a rough 10.2 changes an end field by at most 1.3%. The built-in potential, about 3 V, is 1% of the bias. A p-body doped at $10^{18}$ cm$^{-3}$ takes up about 1 V.

**Local fields and breakdown.** The mean field does not set the breakdown voltage by itself. In the lowest row of film cells, 0.2 µm from the drain corner, the total field is 1.44 MV/cm (1.47 MV/cm on a refined grid, whose lowest row lies closer to the interface), 2.4 times the mean peak. An ideal sharp corner has a still stronger field closer in, and a real corner depends on its rounding.

For a rough avalanche estimate, take equal electron and hole ionization coefficients $\alpha=\alpha_0e^{-E_0/E}$, with $\alpha_0=3\times10^6$ cm$^{-1}$ and $E_0=17$ MV/cm. Their integral along the buried interface is about 0.02 on this grid, about 0.1 with cells of 0.008 µm at the corner and about 0.16 with cells of 0.0005 µm, against 1 for breakdown in this approximation. On the refined grids about 95% of it comes from the last 0.05 µm before the drain corner, so it depends on the grid there, and in a real device on the rounding. It also depends strongly on the coefficients. The values above give a one-dimensional critical field of about 2.8 MV/cm at this doping, typical of fields along the c axis. The lateral field here lies in the basal plane, where published fits (roughly $\alpha_0=2$–$3\times10^7$ cm$^{-1}$, $E_0=16$–$17$ MV/cm) are about ten times larger and give about 2.1 MV/cm. With those the integral is about 0.2 on this grid, about 0.9 with 0.008 µm cells and above 1 on finer grids, although a local coefficient is doubtful over distances of nanometres. The estimate therefore does not show that a sharp drain corner is safe at 300 V, and it is not a prediction of breakdown voltage.

At the grounded conductor the oxide field reaches 3.0 MV/cm, the full 300 V across 1 µm below the drain; close to the drain corner it is stronger. Electrons tunnelling into the oxide would start from the conductor, so the field there is the one that matters. For a rough barrier of 3.1 eV and tunnelling mass of 0.42 electron masses, the exponent for tunnelling through a triangular barrier is about 80, so this current is negligible in a defect-free oxide. Slow oxide wear is not covered by that estimate. At 450 K the intrinsic carrier density is roughly 20 cm$^{-3}$, far too small to disturb depletion.

**The real case.** Lateral drift regions on buried oxide are an established form of silicon power device; the silicon carbide version here is a design example, not a description of a standard product. Real devices break the assumptions of a flux-free top and a charge-free interface. For the values tried here the first moves the end fields by up to about 5%, the second by about 15%. Field plates and shallow contacts change the end conditions themselves and need their own two-dimensional solution. The numerical output below lists the values used.

## Numbers as computed

```
film relative permittivity: 9.7
dielectric relative permittivity: 3.9
film thickness: 2.0 um
dielectric thickness: 1.0 um
drift length: 15.0 um
drain bias: 300 V
lambda squared: 6.308 um^2
lambda: 2.512 um
L/lambda: 5.972
balanced plateau U: 150.0 V
balanced doping: 1.275e+16 cm^-3
balanced dose: 2.550e+12 cm^-2
full-depletion bias: 149.24 V
width of one-peak bias window: 0.76 V
formula end field: 60.03 V/um
formula end field: 0.600 MV/cm
formula middle field: 6.04 V/um
uniform field V/L: 20.00 V/um
2D mean source field: 59.70 V/um
2D mean drain field: 60.42 V/um
2D minimum mean field: 6.34 V/um
largest mean-potential error: 1.17 V
largest end error, eps_i/8 test: 0.05 %
slowest-mode length: 2.575 um
expanded mode length: 2.577 um
decay length from 2D solution: 2.573 um
graded doping at drain: 2.550e+16 cm^-3
graded film, 2D middle field: 20.00 V/um
graded film, 2D largest mean field: 21.05 V/um
uncoupled film, test bias: 3000 V
uncoupled film, source field: 378.4 V/um
uncoupled film, drain field: 21.6 V/um
5 um oxide cover, source field: 60.81 V/um
5 um oxide cover, drain field: 63.45 V/um
5 um oxide cover, minimum field: 7.82 V/um
rough interface charge density: 5.0e+11 cm^-2
plateau shift by interface charge: 23.20 V
with interface charge, source field: 68.88 V/um
with interface charge, drain field: 51.24 V/um
rough vertical film permittivity: 10.2
largest end change by anisotropy: 1.27 %
rough p-body doping: 1.0e+18 cm^-3
voltage dropped in p-body: 0.96 V
rough built-in potential, 300 K: 2.99 V
film field 0.2 um from drain corner: 1.44 MV/cm
rough ionization prefactor: 3.0e+06 cm^-1
rough ionization field: 17.0 MV/cm
ionization integral, buried interface: 1.68e-02
largest oxide field at substrate: 3.00 MV/cm
rough tunnelling barrier: 3.1 eV
rough tunnelling mass: 0.42 m_e
tunnelling exponent: 80.5
rough band gap: 3.26 eV
rough band density, 300 K: 2.0e+19 cm^-3
rough intrinsic density, 450 K: 2.0e+01 cm^-3
2D grid step: 0.05 um
```
